# Fitting Frequency of the Godby-Needs Pole in the Electron Gas

## Problem

An unpolarized homogeneous electron gas has $r_s=2$. Its screening is described by the Lindhard dielectric function $\varepsilon$, that is, by the random-phase approximation (RPA). The Godby-Needs model replaces the inverse dielectric function by one pole,

$$\frac1{\varepsilon(q,\omega)}=1+\frac{\Omega_q^2}{\omega^2-w_q^2},$$

with $\Omega_q$ and $w_q$ fixed by the true values at $\omega=0$ and $\omega=iu_0$. Vary $u_0$ from $\omega_p/2$ to $2\omega_p$. Tabulate $w_q$ and the change of the $G_0W_0$ correlation self-energy $\Sigma_c$ against $q$. Take $\Sigma_c$ at $k=k_F$ and at the Fermi energy, resolve it in the momentum transfer $q$, and count changes from $u_0=\omega_p$.

Equations are in Hartree atomic units, with $k_F=0.95958$ and $\omega_p=0.61237$ (16.66 eV).

## A tempting solution

With $f_k$ the zero-temperature occupation and $D=q^2/2+\mathbf k\cdot\mathbf q$ the energy of a pair excitation, the RPA gives

$$\varepsilon(q,iu)-1=\frac{4\pi}{q^2}\,2\!\int\!\frac{d^3k}{(2\pi)^3}f_k\frac{2D}{D^2+u^2}. \tag{1}$$

For small $q$, expand $2D/(D^2+u^2)=2D/u^2-2D^3/u^4+\dots$. Averages over the Fermi sphere are $\langle D\rangle=q^2/2$ and, to leading order,

$$\langle D^3\rangle=\tfrac32q^2\langle(\mathbf k\cdot\mathbf q)^2\rangle=\tfrac12q^4\langle k^2\rangle=\tfrac3{10}k_F^2q^4 .$$

Since $\omega_p^2=4\pi n$,

$$\varepsilon-1=\frac{\omega_p^2}{u^2}\Big(1-\frac{a}{u^2}\Big),\qquad a=\tfrac35k_F^2q^2 .$$

Define $S(u)=1-1/\varepsilon(q,iu)$. Then $1/S=1+1/(\varepsilon-1)$, and to first order in $a$

$$S(u)=\frac{\omega_p^2}{u^2+\omega_p^2+a}. \tag{2}$$

This is a single pole at the plasmon energy, $\omega_q^2=\omega_p^2+a$. A one-pole model fitted to a one-pole function returns that pole for any $u_0$. All columns of the table would be equal (19.3 eV at $q=k_F/2$), and the self-energy would not change.

## The fault

The expansion needs $u\gg qk_F$. It may serve at $u_0$, but the other fitting point is $u=0$, where it fails for every $q>0$. The static small-$q$ limit of (1) is instead the Thomas-Fermi form $\varepsilon-1=4k_F/(\pi q^2)$. With $\omega_p^2=4k_F^3/(3\pi)$ this equals $3\omega_p^2/(k_F^2q^2)$, so

$$S(0)\simeq1-\frac{k_F^2q^2}{3\omega_p^2},\qquad\text{whereas (2) gives}\quad1-\frac{3k_F^2q^2}{5\omega_p^2}.$$

The true static screening is larger by $\tfrac4{15}k_F^2q^2/\omega_p^2$. Low-energy electron-hole pairs respond at $u=0$ but hardly at $u_0\gg qk_F$. One pole must represent both them and the plasmon, and the compromise depends on $u_0$.

## Correct pole position

**Lindhard function.** Set $z=q/2k_F$, $y=u/(qk_F)$ and $k=k_Ft$. The angular integral in (1) gives a logarithm:

$$\varepsilon-1=\frac{2k_F^2}{\pi q^3}J,\qquad J=\int_0^1\!t\ln\frac{(z+t)^2+y^2}{(z-t)^2+y^2}\,dt=\int_{-1}^1\!t\ln[(z+t)^2+y^2]\,dt .$$

Integrate by parts with the antiderivative $(t^2-1)/2$, which removes the boundary terms, and put $s=z+t$:

$$J=\int_{z-1}^{z+1}\frac{(1-z^2+2zs-s^2)\,s}{s^2+y^2}ds
=\int_{z-1}^{z+1}\Big[\frac{(1+y^2-z^2)s-2zy^2}{s^2+y^2}+2z-s\Big]ds .$$

The last two terms integrate to $4z-2z=2z$. Taking out this factor and using $2z=q/k_F$,

$$\varepsilon-1=\frac{2k_F}{\pi q^2}\Big\{1+\frac{1+y^2-z^2}{4z}\ln\frac{(1+z)^2+y^2}{(1-z)^2+y^2}-y\Big[\arctan\frac{1+z}y+\arctan\frac{1-z}y\Big]\Big\}. \tag{3}$$

**Fit.** The two conditions are $S(0)=\Omega_q^2/w_q^2$ and $S(u_0)=\Omega_q^2/(w_q^2+u_0^2)$. Their ratio is $1+u_0^2/w_q^2$, hence

$$w_q^2=\frac{u_0^2S(u_0)}{S(0)-S(u_0)},\qquad \Omega_q^2=S(0)w_q^2. \tag{4}$$

**Direction of the shift.** With the loss function $L=-\mathrm{Im}\,\varepsilon^{-1}\ge0$ on the real axis, the Kramers-Kronig relation reads $S(u)=\frac2\pi\int_0^\infty d\omega\,\omega L/(\omega^2+u^2)$. Inserted in (4),

$$w_q^2=\frac{\int\omega^2P\,d\omega}{\int P\,d\omega},\qquad P=\frac{L}{\omega(\omega^2+u_0^2)} .$$

Because $\partial\ln P/\partial u_0^2=-1/(\omega^2+u_0^2)$, the derivative of $w_q^2$ with respect to $u_0^2$ is the covariance of $\omega^2$ and $-1/(\omega^2+u_0^2)$ under the normalized weight $P$. Both functions increase with $\omega$, so the covariance is positive unless $L$ is a single line. The pole rises with $u_0$.

**Small $q$.** Use the correct $S(0)$ and take (2) at $u_0$ alone. With $b=k_F^2q^2/(3\omega_p^2)$,

$$\frac{S(0)}{S(u_0)}-1=\frac{u_0^2+a-b(u_0^2+\omega_p^2)}{\omega_p^2}+O(q^4).$$

Dividing $u_0^2$ by this and expanding,

$$w_q^2=\omega_p^2+k_F^2q^2\Big[\frac13-\frac4{15}\frac{\omega_p^2}{u_0^2}\Big]+\dots \tag{5}$$

The plasmon has $3/5$ in place of the bracket. At $u_0=\omega_p$ the bracket is only $1/15$; below $u_0=\sqrt{4/5}\,\omega_p\approx0.894\,\omega_p$ it is negative, and the model pole initially disperses downwards.

**Extreme fitting frequencies.** For $u_0\to\infty$ at fixed $q$, $S(u_0)\to\omega_p^2/u_0^2$ and (4) gives the sum-rule pole $w_q^2=\omega_p^2/S(0)$. For $u_0\to0$ and $q<2k_F$, the two arctangents in (3) add to $\pi$, so $\varepsilon\simeq\varepsilon_0-2u/q^3$, where $\varepsilon_0$ is the static value. Then $S(0)-S(u_0)\simeq2u_0/(q^3\varepsilon_0^2)$ and

$$w_q^2\simeq\tfrac12\varepsilon_0(\varepsilon_0-1)q^3u_0\to0 .$$

For $q<2k_F$, a very small $u_0$ gives the low-energy pairs so much weight in $P$ that the pole falls towards zero; for $q>2k_F$ the continuum has a gap and the pole stays finite.

## Correct self-energy change

At the Fermi energy,

$$\Sigma_c=i\int\frac{d\omega'}{2\pi}\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\,\frac{\varepsilon^{-1}(q,\omega')-1}{\omega'-D},\qquad D=\frac{q^2}2-qk_Fx .$$

Here $x$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$, and $D$ is the energy of state $\mathbf k-\mathbf q$ above the Fermi level. The time-ordered poles lie in the second and fourth quadrants, so the contour can be turned to $\omega'=iu$. The factor $i\cdot i=-1$ meets $\varepsilon^{-1}-1=-S$, and the part of $1/(iu-D)$ even in $u$ is $-D/(D^2+u^2)$. With $\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\to\frac2\pi dq\,\frac12dx$,

$$\frac{d\Sigma_c}{dq}=-\frac2\pi\,\frac12\int_{-1}^1dx\int_{-\infty}^{\infty}\frac{du}{2\pi}\frac{S(u)D}{D^2+u^2}. \tag{6}$$

For the model, $S(u)=S(0)w_q^2/(u^2+w_q^2)$. Partial fractions give

$$\int_{-\infty}^{\infty}\!\frac{du}{2\pi}\frac{D}{(D^2+u^2)(w_q^2+u^2)}=\frac{D}{2(w_q^2-D^2)}\Big(\frac1{|D|}-\frac1{w_q}\Big)=\frac{\mathrm{sgn}D}{2w_q(|D|+w_q)} .$$

The average over $x$ is $\frac1{2qk_F}\int dD$ between $D_\pm=q^2/2\pm qk_F$. If $D_-<0$, the occupied part enters with a minus sign. Both cases give

$$\frac{d\Sigma_c}{dq}=-\frac{S(0)\,w_q}{2\pi qk_F}\ln\frac{D_++w_q}{|D_-|+w_q}. \tag{7}$$

$S(0)$ does not depend on $u_0$. The $w_q$-derivative of $w_q\ln[(D_++w_q)/(|D_-|+w_q)]$ is $h(D_+)-h(|D_-|)$, with $h(d)=\ln(d+w_q)+w_q/(d+w_q)$. Since $h'(d)=d/(d+w_q)^2>0$ for $d>0$ and $D_+>|D_-|$, it is positive. A larger $u_0$ thus makes $\Sigma_c$ more negative at every $q$. For $q\to0$ the logarithm becomes $q^2/w_q$ and (7) tends to $-q/(2\pi k_F)$, independent of the pole: long waves contribute little to the change.

## One entry by hand

At $q=k_F$ and $u_0=\omega_p$, $z=0.5$ and $y=\omega_p/k_F^2=0.665$. Equation (3) gives $\varepsilon-1=1.210$ at $u=0$ and $0.407$ at $u_0$, hence $S(0)=0.5475$ and $S(u_0)=0.2894$. Then

$$w_q^2=0.3750\times\frac{0.2894}{0.5475-0.2894}=0.420,$$

so $w_q=0.648$, or 17.6 eV. With $D_+=1.381$ and $|D_-|=0.460$, the logarithm in (7) is $0.605$. Multiplying (7) by $k_F$ gives

$$\frac{d\Sigma_c}{d(q/k_F)}=-\frac{0.5475\times0.648}{2\pi\times0.9596}\times0.605=-0.0356,$$

or $-0.97$ eV. For $u_0=\omega_p/2$ the pole is at 14.1 eV and the same formula gives $-0.85$ eV, a change of $+0.12$ eV.

## Table and its reading

The columns $w$ give the pole for the stated $u_0/\omega_p$; the columns $\Delta$ give the change of $d\Sigma_c/d(q/k_F)$ from its value at $u_0=\omega_p$. All energies are in eV. The numerical output also contains $u_0/\omega_p=0.75$ and $1.5$.

| $q/k_F$ | $w$, 0.5 | $w$, 1 | $w$, 2 | $\Delta$, 0.5 | $\Delta$, 2 |
|---|---|---|---|---|---|
| 0.25 | 16.0 | 16.7 | 17.0 | 0.009 | −0.003 |
| 0.50 | 15.0 | 16.9 | 17.8 | 0.052 | −0.021 |
| 0.75 | 14.4 | 17.2 | 19.0 | 0.096 | −0.052 |
| 1.00 | 14.1 | 17.6 | 20.4 | 0.118 | −0.080 |
| 1.50 | 14.0 | 18.6 | 23.4 | 0.117 | −0.102 |
| 2.00 | 17.3 | 23.6 | 30.9 | 0.071 | −0.065 |
| 2.50 | 49.2 | 51.3 | 56.1 | 0.004 | −0.009 |
| 3.00 | 85.3 | 86.0 | 88.3 | 0.000 | −0.001 |

At $q=k_F/2$ the plasmon lies at 19.8 eV, above all the fitted poles at that $q$, including the sum-rule limit of 18.2 eV. The model pole is an average excitation energy, and it remains defined after the plasmon enters the pair continuum at $q=0.729\,k_F$. Beyond $2k_F$ the continuum starts at $D_->0$, so pairs of very low energy are absent. At $q=3k_F$ this edge is 37.6 eV, above all the fitting frequencies, and most of the continuum, which extends to $D_+=188$ eV, lies well above them. The factor $1/(\omega^2+u_0^2)$ in $P$ then changes moderately between the outer columns (it falls by 41% at the lower edge, 12% at 86 eV and 3% at $D_+$), and the pole moves by only 3.0 eV. At $q=2.5\,k_F$ the edge is still at 15.7 eV, and the pole moves by 6.9 eV.

Integrated over $q$, $\Sigma_c$ is $-1.68$, $-1.86$ and $-1.99$ eV for $u_0/\omega_p=0.5$, 1 and 2. The changes are $+0.18$ and $-0.14$ eV, about 10% and 7% of the magnitude at $u_0=\omega_p$. The range $k_F<q<2k_F$ supplies 63% and 68% of them.

Equation (6) with the full Lindhard $S(u)$ gives $-1.89$ eV, so $u_0=\omega_p$ is in error by 0.035 eV relative to full RPA. Part of this agreement is cancellation: the RPA-minus-model difference is $+0.016$ eV from $q<k_F$ and $-0.051$ eV from larger $q$. A fitting frequency between $\omega_p$ and $1.5\,\omega_p$ would reproduce the RPA total, but no single value in the studied range matches each $q$: at $q=k_F/2$ the match lies below $0.75\,\omega_p$, at $q=2k_F$ between $1.5\,\omega_p$ and $2\,\omega_p$.

These results concern one state at the Fermi energy. A shift common to all states would leave the bandwidth unchanged, so the bandwidth needs $\Sigma_c$ at other $k$ as well. Satellites and lifetimes depend on the real-frequency shape of $L$, which one undamped pole cannot represent. Full RPA is the reference for the fit; it omits vertex corrections and self-consistency.

## Computed values

```
rs = 2.0 bohr, kF = 0.95958 1/bohr
plasma frequency = 0.61237 Ha = 16.664 eV
plasmon enters pair continuum at q/kF = 0.7290
small-q coefficient c in pole^2 = wp^2 + c kF^2 q^2 (no unit)
u0/wp   numerical   formula
 0.50    -0.7330    -0.7333
 0.75    -0.1407    -0.1407
 1.00     0.0667     0.0667
 1.50     0.2148     0.2148
 2.00     0.2667     0.2667
true plasmon, numerical c = 0.6010
c changes sign at u0/wp = 0.8944
pole position (eV); columns u0/wp = 0.5 0.75 1 1.5 2, plasmon
q/kF=0.25   15.980   16.517   16.737   16.908   16.970   17.386
q/kF=0.50   14.983   16.263   16.933   17.554   17.815   19.821
q/kF=0.75   14.391   16.156   17.241   18.431   19.017     none
q/kF=1.00   14.132   16.222   17.643   19.405   20.400     none
q/kF=1.50   13.987   16.600   18.598   21.479   23.429     none
q/kF=2.00   17.295   20.820   23.599   27.806   30.869     none
q/kF=2.50   49.160   50.149   51.303   53.744   56.068     none
q/kF=3.00   85.309   85.614   86.020   87.066   88.308     none
dSigma/d(q/kF) (eV): value at u0=wp, then changes from it for
u0/wp = 0.5 0.75 1.5 2, then full RPA minus value at u0=wp
q/kF=0.25  -0.7221   0.0092   0.0026  -0.0020  -0.0027   0.0100
q/kF=0.50  -1.0053   0.0522   0.0171  -0.0152  -0.0214   0.0260
q/kF=0.75  -1.0452   0.0956   0.0345  -0.0355  -0.0522   0.0237
q/kF=1.00  -0.9686   0.1183   0.0453  -0.0521  -0.0796   0.0070
q/kF=1.50  -0.7172   0.1173   0.0480  -0.0628  -0.1015  -0.0297
q/kF=2.00  -0.4615   0.0705   0.0292  -0.0394  -0.0652  -0.0472
q/kF=2.50  -0.1828   0.0041   0.0022  -0.0045  -0.0086  -0.0184
q/kF=3.00  -0.0897   0.0004   0.0002  -0.0006  -0.0012  -0.0057
Sigma_c(kF) (eV): total, change from u0=wp, and its parts from
q<kF, kF<q<2kF, q>2kF
u0/wp=0.50   -1.6790   0.1779   0.0538   0.1120   0.0121
u0/wp=0.75   -1.7870   0.0700   0.0191   0.0453   0.0056
u0/wp=1.00   -1.8569   0.0000   0.0000   0.0000   0.0000
u0/wp=1.50   -1.9434  -0.0865  -0.0194  -0.0581  -0.0089
u0/wp=2.00   -1.9947  -0.1378  -0.0286  -0.0934  -0.0158
sum rule     -2.1466  -0.2897  -0.0442  -0.1907  -0.0548
full RPA     -1.8920  -0.0350   0.0161  -0.0258  -0.0254
RPA energy derivative = -1.8920 eV
```
